# Internal and terminal butenes from a secondary butyl group

## The exercise

A metal M carries a secondary butyl group, M–CH(CH$_3$)–CH$_2$–CH$_3$. On heating, a hydrogen on a carbon next to the metal-bearing carbon moves to the metal, and a butene leaves. This is beta-hydrogen elimination. Three of the available hydrogens give a terminal alkene and two give an internal one. For each internal hydrogen the activation free energy is lower by $D=4$ kJ/mol than for each terminal hydrogen.

(a) Show that internal alkenes make up 66 percent of the butene formed at 450 K.

(b) Find how sensitive this share is to $D$ and to the temperature.

(c) Say what must hold for the rotation of the butyl group, and find what happens when it fails.

Assume that the two internal hydrogens have equal barriers, that the alkene leaves for good, and that tunnelling changes all rates by the same factor. The algebra is in atomic units, with $\hbar=1$ and therefore $h=2\pi$; $k$ is Boltzmann's constant. Numerical energies are in eV.

## Hints

**Hint 1.** Draw the group and mark the carbons bonded to the metal-bearing carbon. How many hydrogens does each carry, and where does the double bond end up?

**Hint 2.** Write the rate through one labelled hydrogen first. Hydrogens that can react independently add their rates.

**Hint 3.** You need a ratio of two rates. What do the two routes have in common, and does it survive in the ratio?

**Hint 4.** For (b), work with $\ln[x/(1-x)]$, where $x$ is the internal share. It is simpler to differentiate than $x$.

**Hint 5.** For (c), let the group turn from an idle position into one where a given hydrogen is near the metal. From there it can either react or turn back.

## Full solution

### Counting the hydrogens

The metal-bearing carbon has two carbon neighbours. One is a methyl group with three hydrogens. Losing one of them puts the double bond at the end of the chain:

$$\mathrm{M{-}CH(CH_3){-}CH_2CH_3}\;\to\;\mathrm{M{-}H}+\mathrm{CH_2{=}CH{-}CH_2CH_3}.$$

This is 1-butene. The other neighbour is a CH$_2$ group with two hydrogens. Losing one of these gives CH$_3$–CH=CH–CH$_3$, which is 2-butene, cis or trans. The last methyl group is one carbon too far away to take part. Hence $n_t=3$ and $n_i=2$.

### The rate through one hydrogen

Transition-state theory gives the rate through one labelled terminal hydrogen as

$$r=\frac{kT}{2\pi}\,e^{-G/kT}.$$

Here $G$ is the free energy of that hydrogen's transition state, measured from the butyl group before reaction. The prefactor is the usual $kT/h$ with $h=2\pi$. For an internal hydrogen $G$ is replaced by $G-D$, so its rate is

$$\frac{kT}{2\pi}\,e^{-(G-D)/kT}=r\,e^{D/kT}.$$

The sign is as it should be: a lower barrier gives a faster rate.

The hydrogens offer parallel routes out of the same reactant, so their rates add:

$$R_t=3r,\qquad R_i=2r\,e^{D/kT}.$$

### From rates to amounts

Let $N(t)$ be the number of butyl groups left. It obeys $dN/dt=-(R_t+R_i)N$. The amounts of terminal and internal alkene grow as

$$\frac{dN_t}{dt}=R_tN,\qquad \frac{dN_i}{dt}=R_iN.$$

Both start from zero, and at constant temperature both rate constants can be taken out of the time integral. Therefore

$$\frac{N_i}{N_t}=\frac{R_i\int_0^t N\,dt'}{R_t\int_0^t N\,dt'}=\frac{R_i}{R_t}=\frac{2}{3}\,e^{D/kT}.$$

The barrier $G$ and the prefactor have cancelled. They set how fast alkene appears, but not its composition. The internal share is

$$x=\frac{N_i}{N_i+N_t}=\frac{2e^{D/kT}}{3+2e^{D/kT}}.$$

### The numbers for part (a)

The preference is $D=4$ kJ/mol $=0.04146$ eV, and at 450 K the thermal energy is $kT=0.03878$ eV. Then

$$\frac{D}{kT}=\frac{0.04146}{0.03878}=1.069,\qquad e^{D/kT}=2.913,$$

$$\frac{N_i}{N_t}=\frac23\times2.913=1.942,\qquad x=\frac{1.942}{1+1.942}=0.660.$$

Internal alkenes make up 66 percent, as was to be shown. Two effects compete. Counting alone ($D=0$) would give an internal share of $2/5$, or 40 percent, so the terminal product would be the major one. The lower barrier makes each internal hydrogen almost three times as reactive, which more than makes up for there being fewer of them.

### What the preference must mean

The result requires $D$ to be a difference per hydrogen. A barrier can also be quoted for a whole route, with the number of hydrogens already absorbed. For a route with $n$ equivalent hydrogens,

$$n\,e^{-G/kT}=e^{-(G-kT\ln n)/kT},$$

so the whole-route barrier is $G-kT\ln n$. If the 4 kJ/mol were a difference between whole routes, the counting factor would have to be left out, and

$$x=\frac{e^{D/kT}}{1+e^{D/kT}}=\frac{2.913}{3.913}=0.744.$$

That is 74 percent, from the same energy with a different meaning. Nor is $D$ the difference in stability between the alkenes. That difference matters when the reaction can run backwards, a case treated below.

### Part (b): sensitivity

Dividing $x$ by $1-x$ gives back the product ratio, so

$$\ln\frac{x}{1-x}=\ln\frac23+\frac{D}{kT}.$$

The derivative of the left side with respect to $x$ is $1/x+1/(1-x)=1/[x(1-x)]$. Differentiating with respect to $D$ at fixed $T$, and then with respect to $T$ at fixed $D$, gives

$$\frac{\partial x}{\partial D}=\frac{x(1-x)}{kT},\qquad
\frac{\partial x}{\partial T}=-\frac{x(1-x)D}{kT^2}.$$

At 450 K the first slope is 5.8 per eV. An error of 0.01 eV in $D$ thus moves the share by about 6 percentage points: the full formula gives 60 percent for the smaller preference and 72 percent for the larger. The second slope is $-0.00053$ per kelvin. Cooling by 20 K raises the share to 67 percent, and heating by 20 K lowers it to 65 percent, with $D$ held fixed.

The share rounds to 66 percent for $D$ between 0.0406 and 0.0423 eV. This window is much narrower than the 0.01 eV error just considered. The figure of 66 percent is therefore a consequence of the stated $D$; it is not a selectivity that could be predicted to one percent from an uncertain barrier.

### Part (c): rotation of the group

A hydrogen must come near the metal before it can move there. Take one idle position of the group, at free energy zero, and five poses, each with one beta hydrogen near the metal. Pose $j$ has free energy $e_j$ and its elimination transition state lies at $B_j$. For simplicity, let the transition state for turning between the idle position and any pose lie at the same free energy $W$.

From the idle position all five poses are then entered at equal rates. From pose $j$ the group eliminates at a rate proportional to $e^{-(B_j-e_j)/kT}$ and turns back at a rate proportional to $e^{-(W-e_j)/kT}$, with the same prefactor. The probability that it eliminates before turning back is

$$p_j=\frac{e^{-(B_j-e_j)/kT}}{e^{-(B_j-e_j)/kT}+e^{-(W-e_j)/kT}}
=\frac{1}{1+e^{(B_j-W)/kT}}.$$

The factor $e^{e_j/kT}$ was common to every term and cancelled. A less stable pose is occupied less, but reacts faster from where it stands. A group that turns back starts again from the idle position, so each further attempt has the same probabilities. The final product ratio is therefore

$$\frac{N_i}{N_t}=\frac{2p_i}{3p_t}.$$

If turning is much easier than elimination, $B_j-W\gg kT$, the 1 in the denominator is negligible and $p_j\simeq e^{-(B_j-W)/kT}$. With $B_i=B_t-D$,

$$\frac{N_i}{N_t}\simeq\frac23\,e^{(B_t-B_i)/kT}=\frac23\,e^{D/kT},$$

which is the earlier result. Fast rotation is what gives all five hydrogens a common pool of reactant.

Now take $B_t=1.2$ eV and hinder the rotation with $W=1.3$ eV. The exponents are

$$\frac{B_t-W}{kT}=\frac{-0.1}{0.03878}=-2.58,\qquad
\frac{B_i-W}{kT}=\frac{-0.1415}{0.03878}=-3.65.$$

These give $p_t=0.93$ and $p_i=0.97$, and

$$x=\frac{2\times0.97}{2\times0.97+3\times0.93}\simeq0.41.$$

Solving the rate equations of the six positions numerically, from the idle start, also gives 41 percent. Nearly every hydrogen that reaches the metal now reacts, so the barrier difference has little chance to act and the share falls back towards the counting value of 40 percent. That limit rests on entering all five poses at equal rates. If the rates of entry differ, very slow rotation gives a product ratio equal to the total rate of entry into the internal poses divided by that into the terminal ones. In this regime the starting pose matters as well, because a group that begins with a hydrogen near the metal will probably lose that one.

## When the other assumptions fail

### Tunnelling

A hydrogen can pass through the top of its barrier. Near the top, treat the barrier as an inverted parabola of height $V$ and let $\omega$ be the magnitude of its imaginary frequency. The transmission at energy $E$ is $1/[1+e^{2\pi(V-E)/\omega}]$. The tunnelling factor $\kappa$ is the thermal average of this transmission divided by its classical value. With $s=(V-E)/kT$ and $u=\omega/kT$, and with the energy range extended to infinity,

$$\kappa=\int_{-\infty}^{\infty}\frac{e^{s}\,ds}{1+e^{2\pi s/u}}=\frac{u/2}{\sin(u/2)},\qquad u<2\pi.$$

The substitution $y=e^{2\pi s/u}$ turns this into the standard integral $\int_0^\infty y^{a-1}dy/(1+y)=\pi/\sin\pi a$ with $a=u/2\pi$.

Take rough barrier quanta $\omega=0.12$ eV for a terminal and 0.11 eV for an internal hydrogen. The formula gives about 1.55 and 1.43. Numerical integration for symmetric Eckart barriers of heights 1.2 eV and 1.2 eV $-\,D$, which level off on both sides instead of falling without limit, gives 1.549 and 1.439. A common factor would cancel; these do not quite:

$$\frac{N_i}{N_t}=1.942\times\frac{1.439}{1.549}=1.80,\qquad x=0.64.$$

The share falls by about 2 points because the internal barrier was assumed to be the broader one at its top. The size of the shift depends on the barrier shape: for asymmetric Eckart barriers with the products 0.9 and 0.8 eV above the reactant, the factors become about 1.52 and 1.43 and the share falls by about 1.5 points. If the terminal barrier were the broader one, the shift would have the opposite sign.

### Alkene that returns

The metal hydride can add an alkene again. If this continues until equilibrium, the barriers no longer matter. Let $p_R$, $p_H$, $p_t$ and $p_i$ now be the pressures of butyl compound, hydride, terminal alkene and internal alkene. Equilibrium requires

$$p_tp_H=K_tp_R,\qquad p_ip_H=K_ip_R,$$

and division gives $p_i/p_t=K_i/K_t$. The metal has dropped out, leaving the relative stability of the free alkenes. As rough values at 450 K, let trans- and cis-2-butene lie 0.07 and 0.05 eV below 1-butene in free energy. Then

$$\frac{p_i}{p_t}=e^{0.07/0.03878}+e^{0.05/0.03878}\simeq6.1+3.6=9.7,$$

or an internal share of 91 percent. Integrating the rate equations for a closed vessel, starting with 1 Torr of butyl compound and running for 1000 s, gives the same 91 percent. That run contains the two eliminations and their reverse reactions, but no route to n-butyl.

### Beside a real process

Aluminium alkyls in low-pressure vapour deposition are a suitable real case, since they undergo beta-hydrogen elimination and the reaction is reversible. The following values are rough and serve as an illustration; they are not data for a particular precursor. With a barrier of 1.2 eV, one terminal hydrogen reacts at 0.34 s$^{-1}$ at 450 K. The total rate is $3\times0.34+2\times0.34\times2.913\simeq3.0$ s$^{-1}$, a mean life of 0.33 s. During 0.1 s in the hot zone, $1-e^{-0.1/0.33}\simeq26$ percent of the butyl reacts. This assumes that collisions, for example with a carrier gas at much higher pressure, keep the butyl compound in thermal equilibrium. With too few collisions the most energetic molecules are not replaced fast enough: the reaction is slower, and the share shifts. It rises if $D$ comes from a lower threshold energy of the internal route, and it falls if $D$ comes from a looser internal transition state at the same threshold. Take an elimination enthalpy of 0.9 eV and an entropy of 0.0013 eV/K, both for a standard pressure of 1 bar, or 750 Torr. The free energy is then $0.9-450\times0.0013=0.315$ eV, and $K_t=750\,e^{-0.315/0.03878}\simeq0.22$ Torr. At a precursor pressure of 0.01 Torr the hydride pressure then stays below about 0.0026 Torr, and little alkene returns. Even if 1-butene is also lost to n-butyl over a barrier 0.1 eV lower than that for re-forming sec-butyl, the computed share stays at 66 percent. This holds only while little alkene returns: if the n-butyl does not release its alkene again, the share is already about 73 percent after 1 s at 0.01 Torr, or 76 percent after 0.1 s at 1 Torr. Without the n-butyl route, higher pressure and longer residence move the share towards 91 percent. With that route, 1-butene is taken up faster than 2-butene, and the share can rise above 91 percent for a time. It comes back to 91 percent at equilibrium, once n-butyl has had time to release its 1-butene again. Surface reactions and several alkyl groups on one metal atom are outside this estimate.

## Variation 1: equal amounts of both products

**Question.** At what temperature would the two products form in equal amounts, if $D$ did not change with temperature?

**Solution.** Set the product ratio equal to one:

$$\frac23e^{D/kT}=1\quad\Rightarrow\quad\frac{D}{kT}=\ln\frac32
\quad\Rightarrow\quad T=\frac{D}{k\ln(3/2)}.$$

For $D=0.04146$ eV this is 1187 K, or about 1200 K. Below it the lower barrier wins; above it the larger number of terminal hydrogens wins, and as $T\to\infty$ the share tends to 40 percent. The temperature is an extrapolation, not an operating condition. Over so wide a range $D$ need not stay constant, and other ways of breaking up the butyl group may compete.

## Variation 2: unequal internal hydrogens

**Question.** The two internal hydrogens are not equivalent. When the hydrogen leaves from the same side as the metal, one leads to cis- and the other to trans-2-butene. Let their barriers differ by $s=0.03$ eV, a rough value, with the mean barrier unchanged. What is the internal share at 450 K?

**Solution.** The two preferences are $D+s/2$ and $D-s/2$. Their rates add, so the factor $2e^{D/kT}$ is replaced by

$$e^{(D+s/2)/kT}+e^{(D-s/2)/kT}=2e^{D/kT}\cosh\frac{s}{2kT}.$$

Here $s/2kT=0.015/0.03878=0.387$, whose hyperbolic cosine is 1.076. Therefore

$$\frac{N_i}{N_t}=1.942\times1.076=2.09,\qquad x=\frac{2.09}{3.09}=0.68.$$

The share rises by less than 2 points. Its direction does not depend on which isomer has the lower barrier, since $\cosh$ is even and is at least one: at fixed mean, the faster route gains more than the slower one loses. If the splitting came from raising one barrier while the other stayed put, the mean would rise and the internal share would fall instead.

The values used on this sheet are collected in the numerical output that follows.

## Table of computed values

```
Terminal beta hydrogens: 3
Internal beta hydrogens: 2
Temperature: 450 K
Preference per hydrogen: 0.04146 eV
Preference, converted: 4 kJ/mol
Thermal energy kT: 0.03878 eV
Preference over kT: 1.069
Boltzmann factor: 2.913
Internal to terminal ratio: 1.942
Internal share, formula: 66.01 percent
Internal share, pose network: 66.01 percent
Share with zero preference: 40 percent
Share if preference is per whole route: 74.44 percent
Lowest preference rounding to 66 percent: 0.04058 eV
Highest preference rounding to 66 percent: 0.04231 eV
Equal-share temperature: 1187 K
Slope with preference: 5.786 per eV
Slope with temperature: -0.0005331 per K
Terminal barrier (rough): 1.2 eV
Rate through one terminal hydrogen: 0.34 1/s
Mean life of the butyl: 0.33 s
Share with slow rotation, barrier 1.3 eV: 41.14 percent
Preference error tried: 0.01 eV
Share at lower preference: 60.01 percent
Share at higher preference: 71.53 percent
Temperature change tried: 20 K
Share at lower temperature: 67.11 percent
Share at higher temperature: 64.98 percent
Splitting of internal barriers (rough): 0.03 eV
Share with split barriers: 67.63 percent
Terminal barrier quantum (rough): 0.12 eV
Internal barrier quantum (rough): 0.11 eV
Terminal tunnelling factor: 1.549
Internal tunnelling factor: 1.439
Terminal factor above product level only: 1.549
Share with tunnelling: 64.34 percent
Elimination enthalpy (rough): 0.9 eV
Elimination entropy (rough): 0.0013 eV/K
Terminal equilibrium constant: 0.22 Torr
Trans-2-butene below 1-butene (rough free energy): 0.07 eV
Cis-2-butene below 1-butene (rough free energy): 0.05 eV
Barrier gain for n-butyl formation (rough): 0.1 eV
Precursor pressure: 0.01 Torr
Time in hot zone: 0.1 s
Butyl reacted in hot zone, no re-addition: 26 percent
Share with re-addition: 66.14 percent
Closed-run pressure: 1 Torr
Closed-run time: 1000 s
Share after closed run: 90.66 percent
Alkene equilibrium share: 90.66 percent
```
